# The long-range C6 coefficient of the VV10 correlation functional

## 1. What symmetry and dimensions fix

Let each volume element of an electron density respond as a charged oscillator of local frequency $\omega_0(\mathbf r)$. Its static polarizability is

$$d\alpha=\frac{e^2 n\,dV}{m\,\omega_0^2},$$

which is a volume, because $e^2$ is an energy times a length. A fluctuating dipole sends out a field proportional to $R^{-3}$, and the response returns a field with a second factor $R^{-3}$. The energy of two distant elements is therefore of order $R^{-6}$ and linear in each polarizability. The missing factor is an energy, $\hbar$ times a frequency:

$$dE=-\frac{\hbar\,d\alpha\,d\alpha'}{R^6}\,F(\omega_0,\omega_0').$$

Exchanging the elements changes nothing, so $F$ is symmetric. It has the dimension of a frequency, so it is homogeneous of degree one. Symmetry and dimensions leave open which such function occurs and its numerical factor. The VV10 kernel supplies both.

## 2. The functional and its units

VV10 is a density functional with the nonlocal correlation energy

$$E[n]=\int n(\mathbf r)\Big[\beta+\tfrac12\int n(\mathbf r')\,\Phi(\mathbf r,\mathbf r')\,d\mathbf r'\Big]d\mathbf r .$$

With $s=|\mathbf r-\mathbf r'|$ and primes for quantities at $\mathbf r'$, the kernel is

$$\Phi=-\frac{3\hbar e^4}{2m^2}\,\frac{1}{g\,g'(g+g')},\qquad g=\omega_0s^2+\kappa,\quad g'=\omega_0's^2+\kappa'.$$

The local quantities are

$$\omega_0^2=\omega_g^2+\frac{\omega_p^2}{3},\quad \omega_p^2=\frac{4\pi ne^2}{m},\quad \omega_g^2=C\frac{\hbar^2}{m^2}\Big|\frac{\nabla n}{n}\Big|^4,\quad \kappa=\frac{b\,v_F^2}{\omega_p},$$

where $v_F=\hbar(3\pi^2n)^{1/3}/m$. The numbers $b$, $C$ and $\beta$ are constants; here $b=5.9$ and $C=0.0093$.

In Rydberg atomic units $\hbar=1$, $m=1/2$ and $e^2=2$. Then $e^4=4$ and $1/m^2=4$, so the prefactor is $\tfrac32\cdot4\cdot4=24$:

$$\Phi=-\frac{24}{g\,g'(g+g')},\qquad \omega_p^2=16\pi n,\qquad \omega_g^2=4C\Big|\frac{\nabla n}{n}\Big|^4,\qquad v_F=2(3\pi^2n)^{1/3}.$$

Inserting $v_F$ and $\omega_p=4\sqrt{\pi n}$ gives

$$\kappa=\frac{4b(3\pi^2n)^{2/3}}{4\sqrt{\pi n}}=k\,n^{1/6},\qquad k=\frac{b(3\pi^2)^{2/3}}{\sqrt\pi}.$$

## 3. Separating the interaction

Take two fixed densities $n_A$ and $n_B$ with centres a distance $R$ apart, decaying as $e^{-\lambda_A r}$ and $e^{-\lambda_B r}$ up to powers of $r$. The interaction energy is

$$E_{\rm int}=E[n_A+n_B]-E[n_A]-E[n_B].$$

The $\beta$ term is linear in the density and cancels. In the double integral, $AB$ and $BA$ are equal because $\Phi$ is symmetric, and together they remove the factor $\tfrac12$:

$$E_{\rm int}=\iint n_An_B'\,\Phi_{\rm tot}+\tfrac12\iint n_An_A'(\Phi_{\rm tot}-\Phi_A)+\tfrac12\iint n_Bn_B'(\Phi_{\rm tot}-\Phi_B).$$

The subscript names the density from which $\omega_0$ and $\kappa$ are built. The self terms survive because the total density enters the local frequencies.

## 4. Why overlap does not spoil the limit

Midway between two identical atoms $\nabla n=0$, so $\omega_g=0$ and $\omega_0$ falls to $\omega_p/\sqrt3\propto\sqrt n$, which is exponentially small. Since $\omega_0$ appears in a denominator, this region needs a bound.

From $g\ge\kappa$, $g'\ge\kappa'$ and $g+g'\ge2\sqrt{gg'}$,

$$g\,g'(g+g')\ \ge\ 2(gg')^{3/2}\ \ge\ 2(\kappa\kappa')^{3/2}=2k^3(nn')^{1/4}.$$

Let $n_X$ and $n_Y$ each stand for $n_A$ or $n_B$. The total density is at least as large as either part, so

$$n_Xn_Y'\,|\Phi_{\rm tot}|\le\frac{12}{k^3}\,(n_Xn_Y')^{3/4}.$$

The same bound holds for the isolated kernels. Now draw a ball of radius $\eta R$ about each centre, with $\eta<\min(\lambda_A,\lambda_B)/(\lambda_A+\lambda_B)$. This makes $\eta<1/2$, so the balls do not touch.

- **An electron outside its own ball.** The contribution is at most a constant times $\int_{r>\eta R}n_X^{3/4}d\mathbf r$, which is exponentially small.
- **Both electrons inside their own balls.** In ball $A$ the ratio $n_B/n_A$ is at most of order $e^{-[(1-\eta)\lambda_B-\eta\lambda_A]R}$, up to powers of $R$. The choice of $\eta$ makes the bracket positive. The logarithmic gradient changes by

$$\frac{\nabla n_A+\nabla n_B}{n_A+n_B}-\frac{\nabla n_A}{n_A}=\frac{n_B}{n_A+n_B}\Big(\frac{\nabla n_B}{n_B}-\frac{\nabla n_A}{n_A}\Big),$$

which is small by the same factor. Hence $\omega_0$ and $\kappa$ take their isolated values up to exponentially small corrections.

The self terms therefore vanish exponentially, and the cross term may be evaluated with isolated-atom frequencies.

## 5. The coefficient

For fixed positions relative to the two centres, $s/R\to1$. Dividing each $g$ by $R^2$ gives

$$\frac{g}{R^2}=\omega_0\frac{s^2}{R^2}+\frac{\kappa}{R^2}\longrightarrow\omega_0,\qquad R^6\Phi\longrightarrow-\frac{24}{\omega_0\omega_0'(\omega_0+\omega_0')}.$$

The limit may be taken under the integral. Inside the balls $s\ge(1-2\eta)R$, so $R^6|\Phi|$ is at most $(1-2\eta)^{-6}$ times its limiting size. That size is integrable, since $\omega_0\omega_0'(\omega_0+\omega_0')\ge2(\omega_0\omega_0')^{3/2}$ splits the bound into two factors $\int n\,\omega_0^{-3/2}d\mathbf r$. Each is finite, because in an exponential tail $\omega_0$ tends to the positive constant $2\sqrt C\,\lambda^2$. Therefore $E_{\rm int}\to-C_6/R^6$ with

$$\boxed{C_6=24\int_A\!\int_B\frac{n(\mathbf r)\,n(\mathbf r')}{\omega_0(\mathbf r)\,\omega_0(\mathbf r')\,[\omega_0(\mathbf r)+\omega_0(\mathbf r')]}\,d\mathbf r\,d\mathbf r'}$$

The coefficient depends on $C$ through $\omega_0$, but not on $b$ or $\beta$. The function left open in section 1 is $F=\tfrac32\,\omega_0\omega_0'/(\omega_0+\omega_0')$.

In Hartree units every frequency has half its Rydberg number, which multiplies the integral by 8, and the energy number is also halved. The prefactor becomes $24/(8\cdot2)=3/2$.

## 6. Polarizabilities and two limits

For $a\neq b$, partial fractions give

$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\,\frac{\pi}{2}\Big(\frac1a-\frac1b\Big)=\frac{\pi}{2ab(a+b)},$$

and $a=b$ follows by continuity. (In this identity $a$ and $b$ are two frequencies.) Replacing $1/[\omega_0\omega_0'(\omega_0+\omega_0')]$ by $2/\pi$ times the integral makes the two space integrals separate:

$$C_6=\frac{48}{\pi}\int_0^\infty\!du\int_A\!\frac{n\,d\mathbf r}{\omega_0^2+u^2}\int_B\!\frac{n'd\mathbf r'}{\omega_0'^2+u^2}
=\frac3\pi\int_0^\infty\!\alpha_A(iu)\,\alpha_B(iu)\,du,$$

$$\alpha(iu)=4\int\frac{n\,d\mathbf r}{\omega_0^2+u^2}.$$

This is the Casimir–Polder formula with an additive local polarizability. At large $u$, $\alpha\to4N/u^2$, the response of $N$ free electrons.

**One common frequency.** If $\omega_0=\omega$ throughout both atoms, each with $N$ electrons, then $C_6=24N^2/(2\omega^3)=12N^2/\omega^3$. With $\alpha(0)=4N/\omega^2$ this becomes

$$C_6=\tfrac34\,\alpha(0)^2\,\omega .$$

**A slow and a fast partner.** If $\omega_0'\gg\omega_0$ for all pairs of points where $A$ and $B$ have appreciable density, the core of $A$ included, the denominator tends to $\omega_0\omega_0'^2$ and

$$C_6\to24\int_A\frac{n}{\omega_0}d\mathbf r\int_B\frac{n'}{\omega_0'^2}d\mathbf r'=6\,\alpha_B(0)\int_A\frac{n}{\omega_0}\,d\mathbf r .$$

The fast partner follows the fluctuations of the slow one with its static polarizability. The condition is demanding for real atoms. In sodium (section 8) the fast region inside 2 bohr carries about a quarter of $\int n/\omega_0$, and for the sodium–hydrogen pair this limit overshoots the full integral by about 50%.

The gradient term matters most in the tail. For $C=0$, $4n/\omega_0^2=4n\cdot3/(16\pi n)=3/(4\pi)$ at every point, and $\alpha(0)$ would grow with the volume of integration.

## 7. The first correction

Now let both densities be spherical, so that $\omega_0$ and $\kappa$ depend on the distance $r$ from their own centre alone. Two effects enter at relative order $R^{-2}$.

The first is the size of the atoms. The average of a smooth function over a sphere of radius $r$ is $f+\tfrac{r^2}{6}\nabla^2f+\dots$. Since $\nabla^2s^{-6}=(-6)(-5)s^{-8}=30s^{-8}$, averaging over the directions of both positions gives

$$\langle s^{-6}\rangle=R^{-6}\Big[1+\frac{5(r^2+r'^2)}{R^2}+\dots\Big].$$

The second is $\kappa$. Factoring out the leading part,

$$g\,g'(g+g')=\omega_0\omega_0'(\omega_0+\omega_0')s^6\Big(1+\frac{\kappa}{\omega_0s^2}\Big)\Big(1+\frac{\kappa'}{\omega_0's^2}\Big)\Big(1+\frac{\kappa+\kappa'}{(\omega_0+\omega_0')s^2}\Big).$$

Inverting to first order and setting $s=R$ in the small terms gives $E_{\rm int}=-C_6/R^6-C_8/R^8-\dots$ with

$$C_8=24\iint\frac{nn'}{\omega_0\omega_0'(\omega_0+\omega_0')}\Big[5(r^2+r'^2)-\frac{\kappa}{\omega_0}-\frac{\kappa'}{\omega_0'}-\frac{\kappa+\kappa'}{\omega_0+\omega_0'}\Big]d\mathbf r\,d\mathbf r'.$$

Finite size strengthens the attraction and $\kappa$ weakens it. The parameter $b$ first enters here.

## 8. Two sodium atoms

The density is that of a free sodium atom in all-electron unrestricted Hartree–Fock, in a basis of Gaussian functions. Gaussians do not decay exponentially, so beyond 12 bohr the density is continued as $r^{1.669}e^{-\lambda r}$. The highest occupied orbital energy, $-0.3644$ Ry, fixes $\lambda=2\sqrt{0.3644}=1.207$ bohr$^{-1}$; the power makes the slope continuous.

| $r$ (bohr) | $\omega_g$ (Ry) | $\omega_p/\sqrt3$ (Ry) | $\omega_0$ (Ry) |
|---|---|---|---|
| 2 | 1.505 | 0.393 | 1.555 |
| 3 | 0.082 | 0.199 | 0.215 |
| 4 | 0.104 | 0.142 | 0.176 |
| 6 | 0.166 | 0.061 | 0.177 |
| 10 | 0.215 | 0.008 | 0.216 |

At 3 bohr, for example, $\sqrt{0.0818^2+0.1987^2}=0.215$. At 2 bohr the steep edge of the core still makes $\omega_0$ large. Between 3 and 10 bohr the falling plasma term and the rising gradient term keep $\omega_0$ near 0.2 Ry. The region beyond 2 bohr holds 1.053 electrons and gives 98.70% of the local static polarizability of 102.75 bohr³.

The double integral gives

$$C_6=1531\ \text{Ry bohr}^6=765\ \text{hartree bohr}^6 .$$

A larger basis, with the exact Coulomb form of the tail beyond 10 bohr, moves $C_6$ from 1530.6 to 1531.3 Ry bohr⁶ and the polarizability from 102.75 to 102.78 bohr³.

The one-frequency limit explains the size. The outer region has $\alpha(0)=0.9870\times102.75=101.4$ bohr³, hence $\omega=\sqrt{4\times1.053/101.4}=0.2038$ Ry. Then $12\times1.053^2/0.2038^3\approx1.57\times10^3$ Ry bohr⁶, about 3% above the full integral.

The formula was tested against an independent evaluation of the full kernel at 120, 180 and 270 bohr, extrapolated in $R^{-2}$. With densities below $10^{-8}$ bohr$^{-3}$ dropped on both sides, both give 1530.54 Ry bohr⁶. Doubling $b$ to 11.8 at fixed $C$ leaves this value unchanged. For the unlike pair of sodium and a hydrogen atom with $n=e^{-2r}/\pi$, the formula gives 105.038 Ry bohr⁶ and the full kernel, with the low densities dropped, 105.035 Ry bohr⁶.

The two parts of $C_8$ have opposite signs: $3.47\times10^5$ from size and $-2.26\times10^5$ from $\kappa$, in sum $1.21\times10^5$ Ry bohr⁸. The second part is proportional to $b$, so at fixed $C$ the sum changes sign at $b=5.9\times3.47/2.26\approx9.1$. At $b=11.8$ it is indeed negative, $-1.04\times10^5$ Ry bohr⁸.

## 9. When the asymptotic form may be used

In the next table, energies are in $10^{-6}$ Ry. The table covers only the nonlocal correlation term. Electrostatic, exchange and semilocal terms come on top of it; the electrostatic energy of the same frozen densities is about $-7$ at 16 bohr and below 0.01 in size at 24 bohr. "Separated" is the cross term with isolated-atom frequencies, and "overlap" is the remainder of $E_{\rm int}$.

| $R$ (bohr) | $-C_6/R^6$ | separated | overlap |
|---|---|---|---|
| 16 | −91.2 | −105.8 | −25.4 |
| 24 | −8.01 | −9.13 | −0.39 |
| 32 | −1.425 | −1.537 | −0.002 |

Relative to the separated energy, overlap contributes 24%, 4% and about 0.15%. The overlap entries need a grid that resolves the midplane, and at 24 and 32 bohr they shift by about 4% and 10% with the form chosen for the tail. Between 24 and 32 bohr the overlap falls by a factor of 160 to 170, whereas an $R^{-8}$ law would give 10. At 32 bohr the $C_8$ term raises the leading estimate to $-1.536$, within 0.1% of the separated energy. At 16 bohr the two-term sum is $-119.5$, which overshoots the separated energy by 13.8, almost as much as the leading term falls short of it (14.5), so the truncated expansion is not reliable there. The two terms are equal at $\sqrt{C_8/C_6}=8.9$ bohr. This distance is not the limit of validity of the expansion, which is already unreliable at 16 bohr. Since $C_8$ is the difference of two competing parts, the distance also moves with $b$ and vanishes near $b=9.1$. The dipole–quadrupole response in time-dependent Hartree–Fock gives $C_8\approx3.0\times10^5$ Ry bohr⁸ and a similar ratio, 8.7 bohr, so at $b=5.9$ the model $C_8$ and $C_6$ are both about 0.4 of their Hartree–Fock values.

The kernel acts instantaneously. Retardation becomes important at distances of order $c/\bar\omega$, with $\bar\omega=4C_6/[3\alpha(0)^2]=0.193$ Ry. This length is about 1400 bohr, far beyond the distances in the table.

Freezing the densities does not change $C_6$ if each isolated density already minimizes the energy functional in use and no charge flows between the atoms. The second condition can fail for unlike atoms: with a semilocal functional the lowest empty level of nitrogen lies below the highest occupied level of sodium, so fractional charge moves at any distance. For neutral spherical atoms the electrostatic interaction is exponentially small, and the potential from the dispersion term is of order $R^{-6}$. The density response is of the same order, so the energy gain is of order $R^{-12}$. A different isolated-atom density does change $C_6$, and strongly. Self-consistent LDA, PBE and rPW86-PBE densities of sodium give about 540 to 590 hartree bohr⁶, which is 23 to 29% below the value from the Hartree–Fock density.

## 10. How good is the number for sodium?

Time-dependent Hartree–Fock for the same atom and basis gives $\alpha(0)=190$ bohr³ and $C_6=3931$ Ry bohr⁶, or 1966 hartree bohr⁶. A finite-field calculation reproduces the static value; a larger basis lowers it from 190.06 to 189.5 bohr³. This level omits correlation in the response, so it is a reference with an error of its own. The measured values are roughly 160 bohr³ and 1600 hartree bohr⁶. Against these rough figures the VV10 coefficient on the Hartree–Fock density is about half, and the Hartree–Fock one is too large by about a quarter.

The ratio of VV10 to time-dependent Hartree–Fock is 0.39. With $C_6=\tfrac34\alpha(0)^2\bar\omega$ it splits into two factors:

$$\Big(\frac{102.75}{190.06}\Big)^2\times\frac{0.1933}{0.1451}=0.292\times1.332=0.389 .$$

The low polarizability causes the deficit, and the higher mean frequency makes up part of it. Both point to local frequencies that are too high. Multiplying every $\omega_0$ by one factor $f$ changes $\alpha(0)$ by $f^{-2}$ and $C_6$ by $f^{-3}$. Matching the Hartree–Fock polarizability needs $f=\sqrt{102.75/190.06}=0.735$, and then $C_6=1531/0.735^3\approx3850$ Ry bohr⁶, within about 2% of the Hartree–Fock value. For this atom the discrepancy is thus almost wholly one of frequency scale.

The coefficient rests on the assumption that the VV10 recipe, with its given $C$, yields the right restoring frequency from the density and its gradient at one point. For sodium the result is about half the measured coefficient with the Hartree–Fock density, and little more than a third with the local and semilocal densities of section 9. The comparison does not show whether the local form of the recipe or the value of $C$ is at fault. The $R^{-6}$ law does not depend on the recipe's numerical accuracy. The numerical output below lists the values. Its electron count and polarizability share beyond 2 bohr and its separated and overlap energies come from coarse grids and differ slightly from the values given above.

## Numbers as computed

```
VV10 parameters: b = 5.9, C = 0.0093 (dimensionless)
Na UHF total energy = -323.7160 Ry; highest orbital = -0.3644 Ry
Tail beyond 12.0 bohr: decay = 1.2073 bohr^-1, power of r = 1.669
Na electrons on radial grid = 11.000003
Local frequencies of Na: r (bohr), n (bohr^-3), wg, wp/sqrt3, w0, kappa
    0.5 2.964e+00 1.9682 7.0477 7.3174 38.1841  (last four: Ry; kappa: Ry bohr^2)
    1.0 4.192e-01 3.4076 2.6501 4.3168 27.5607  (last four: Ry; kappa: Ry bohr^2)
    2.0 9.220e-03 1.5046 0.3930 1.5551 14.5885  (last four: Ry; kappa: Ry bohr^2)
    3.0 2.357e-03 0.0818 0.1987 0.2149 11.6222  (last four: Ry; kappa: Ry bohr^2)
    4.0 1.209e-03 0.1038 0.1423 0.1762 10.3988  (last four: Ry; kappa: Ry bohr^2)
    6.0 2.227e-04 0.1658 0.0611 0.1767 7.8435  (last four: Ry; kappa: Ry bohr^2)
   10.0 3.989e-06 0.2154 0.0082 0.2155 4.0120  (last four: Ry; kappa: Ry bohr^2)
Electrons beyond 2 bohr = 1.0250
Share of local static polarizability beyond 2 bohr = 0.9865
C6 Na-Na, double integral = 1530.60 Ry bohr^6 = 765.30 hartree bohr^6
C6 Na-Na, twice as many radial points = 1530.60 Ry bohr^6
C6 Na-Na, Gaussian tail, 70 and 100 points = 1533.95, 1530.87 Ry bohr^6
C6 Na-Na, densities below 1e-08 dropped = 1530.54 Ry bohr^6
C6 Na-Na, frequency integral = 1530.60 Ry bohr^6
C6 Na-Na, library VV10 at large R = 1530.54 Ry bohr^6
C6 Na-Na, library with b = 11.8: 1530.54 Ry bohr^6
C6 Na-H: double integral = 105.038, library = 105.035 Ry bohr^6
C8 Na-Na: size part = 3.4705e+05, kappa part = -2.2557e+05 Ry bohr^8
C8 Na-Na: formula = 1.2147e+05, library = 1.2140e+05 Ry bohr^8
C8 with b = 11.8: formula = -1.0410e+05, library = -1.0420e+05 Ry bohr^8
Largest sampled ratio of |n n' Phi| to its bound = 1.0000
Na-Na energies (Ry): R (bohr), -C6/R^6, with C8 term, separated, overlap, full
    16 -9.1231e-05 -1.1951e-04 -1.0496e-04 -2.5651e-05 -1.3061e-04
    24 -8.0093e-06 -9.1128e-06 -9.1294e-06 -3.8191e-07 -9.5113e-06
    32 -1.4255e-06 -1.5360e-06 -1.5372e-06 -1.7534e-09 -1.5390e-06
    96 -1.9554e-09 -1.9722e-09 -1.9723e-09 0.0000e+00 -1.9723e-09
Distance where C8 term equals C6 term in size = 8.91 bohr
Static polarizability: VV10 local model = 102.75 bohr^3
Static polarizability: TDHF = 190.06 bohr^3
Static polarizability: finite-field UHF = 190.07 bohr^3
C6 Na-Na, TDHF = 3931.2 Ry bohr^6 = 1965.6 hartree bohr^6
Ratio C6(VV10)/C6(TDHF) = 0.3893
Mean frequency 4 C6/(3 alpha^2): VV10 = 0.1933 Ry, TDHF = 0.1451 Ry
Retardation length c/w: VV10 = 1418 bohr, TDHF = 1889 bohr
```
